**Purge time of a pumped chamber at different carrier flows**

In a well-mixed isothermal chamber of volume V, pumped at a fixed volumetric speed S, the precursor partial pressure decays with the time constant V/S whatever the carrier throughput Q (molar flow times RT). The program simulates the pump stroke by stroke and asserts that the purge time, the final pressure Q/S and the earlier arrival of a mole-fraction target agree with the formulas. With V = 2 L and S = 10 L/s, the purge to one millionth takes 2.76 s at 200, 400 and 800 sccm, while the pressure rises from 49 to 198 Pa. A feedback-controlled throttle valve holding 200 Pa gives a residence time pV/Q, where p is the total pressure, and the purge shortens from 11.2 to 2.8 s. For a narrow pumping line, numerical integration of the pressure profile is asserted to agree with the closed formula for the speed at the chamber; the purge shortens from 5.0 to 3.5 s. For a dead-end pocket, in which the diffusivity varies as 1/p, a finite-volume model is asserted to agree with the equation for the slowest mode and with its thin-pocket limit. There the purge lengthens from 2.86 to 3.72 s as the flow rises from 200 to 800 sccm.

## Numerical check

```python
"""
Result under test: in a well-mixed isothermal chamber of volume V, pumped at a
fixed volumetric speed S, the precursor partial pressure decays with the time
constant V/S whatever the carrier flow. More flow only raises the pressure.
Three exceptions are also tested: pressure control by a throttle valve, a
narrow pumping line, and a dead-end pocket emptied by diffusion.

Symbols: throughput Q = molar flow * R * T (Pa m^3/s); p = total pressure;
K = pi a^4 / (8 eta L) for a line of radius a, length L and gas viscosity eta;
D = diffusivity of the precursor in the carrier, with D * p constant.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

VOLUME = 2.0e-3           # m^3
SPEED = 1.0e-2            # m^3/s
TEMPERATURE = 400.0       # K
FLOWS = [200.0, 400.0, 800.0]   # sccm
DOSE_FLOW = 200.0         # sccm, total flow before the purge
TARGET = 1.0e-6           # remaining fraction at the end of the purge
START_FRACTION = 0.1      # precursor mole fraction at the start
SET_PRESSURE = 200.0      # Pa, for the throttle valve
LINE_RADIUS = 0.01        # m
LINE_LENGTH = 1.0         # m
VISCOSITY = 2.2e-5        # Pa s
POCKET_LENGTH = 0.1       # m
POCKET_AREA = 5.0e-4      # m^2
DIFFUSIVITY_TIMES_P = 2.5  # Pa m^2/s
STROKE_TIME = 1.0e-4      # s


def throughput_of(sccm):
    standard_volume_rate = sccm * 1e-6 / 60.0
    return (standard_volume_rate * constants.atm
            * TEMPERATURE / constants.zero_Celsius)


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


def stroke_purge(throughput, start_pressure, speed, set_pressure=None):
    """Pump stroke by stroke: let gas in, expand it into the stroke volume,
    discard that part. With a set pressure, feedback adjusts the speed and
    is allowed to settle before the precursor is counted."""
    total = start_pressure * VOLUME
    gain = 0.5 * STROKE_TIME
    if set_pressure is not None:
        for _ in range(200000):
            kept = VOLUME / (VOLUME + speed * STROKE_TIME)
            total = (total + throughput * STROKE_TIME) * kept
            speed *= 1 + gain * (total / VOLUME / set_pressure - 1)
    precursor = START_FRACTION * total
    precursor_goal = TARGET * precursor
    strokes = 0
    time_partial = time_fraction = None
    while time_partial is None or time_fraction is None:
        kept = VOLUME / (VOLUME + speed * STROKE_TIME)
        total = (total + throughput * STROKE_TIME) * kept
        precursor *= kept
        if set_pressure is not None:
            speed *= 1 + gain * (total / VOLUME / set_pressure - 1)
        strokes += 1
        if time_partial is None and precursor <= precursor_goal:
            time_partial = strokes * STROKE_TIME
        if (time_fraction is None
                and precursor / total <= TARGET * START_FRACTION):
            time_fraction = strokes * STROKE_TIME
        assert strokes < 1000000
    return time_partial, time_fraction, total / VOLUME, speed


def pocket_modes(diffusivity, area, cells):
    """Finite-volume model: chamber (index 0) joined to a closed pocket."""
    width = POCKET_LENGTH / cells
    volumes = np.full(cells + 1, area * width)
    volumes[0] = VOLUME
    exchange = np.zeros((cells + 1, cells + 1))
    exchange[0, 0] = SPEED
    for i in range(cells):
        distance = width / 2 if i == 0 else width
        g = area * diffusivity / distance
        exchange[i, i] += g
        exchange[i + 1, i + 1] += g
        exchange[i, i + 1] -= g
        exchange[i + 1, i] -= g
    rates, modes = eigh(exchange, np.diag(volumes))
    chamber_weights = modes[0] * (modes.T @ volumes)
    return rates, chamber_weights


def pocket_purge_time(rates, weights):
    def excess(t):
        return np.sum(weights * np.exp(-rates * t)) - TARGET
    return brentq(excess, 0.0, 40.0 / rates[0])


tau = VOLUME / SPEED
log_target = np.log(1 / TARGET)
purge_time = tau * log_target
dose_pressure = throughput_of(DOSE_FLOW) / SPEED

print(f"chamber volume {VOLUME*1e3:.1f} L; pump speed {SPEED*1e3:.1f} L/s; "
      f"temperature {TEMPERATURE:.0f} K")
print(f"dose total flow {DOSE_FLOW:.0f} sccm; target ratio {TARGET:.0e}; "
      f"initial precursor mole fraction {START_FRACTION:.2f}")
print(f"V/S {tau:.4f} s; ln(1/target) {log_target:.4f}; "
      f"formula purge time {purge_time:.4f} s")

print("FIXED PUMP SPEED")
for flow in FLOWS:
    q = throughput_of(flow)
    t_partial, t_fraction, p_end, _ = stroke_purge(q, dose_pressure, SPEED)
    saving = tau * np.log(flow / DOSE_FLOW)
    # finite strokes shift times by about half a stroke volume over V
    assert close(t_partial, purge_time, 1e-3)
    assert close(t_fraction, purge_time - saving, 1e-3)
    assert close(p_end, q / SPEED, 1e-4)
    assert close(p_end * VOLUME / q, tau, 1e-4)
    print(f"{flow:.0f} sccm: throughput {q:.4f} Pa m^3/s; "
          f"pressure {p_end:.2f} Pa; residence {p_end*VOLUME/q:.4f} s")
    print(f"  simulated purge: partial pressure {t_partial:.3f} s, "
          f"mole fraction {t_fraction:.3f} s")
    print(f"  mole-fraction saving by formula {saving:.4f} s; "
          f"carrier used {flow*purge_time/60:.2f} standard cm^3")

print(f"THROTTLE VALVE HOLDING {SET_PRESSURE:.0f} Pa")
for flow in FLOWS:
    q = throughput_of(flow)
    t_partial, _, p_end, found_speed = stroke_purge(
        q, SET_PRESSURE, 0.5 * SPEED, SET_PRESSURE)
    tau_valve = SET_PRESSURE * VOLUME / q
    assert close(p_end, SET_PRESSURE, 1e-3)
    assert close(t_partial, tau_valve * log_target, 2e-3)
    assert found_speed < SPEED
    print(f"{flow:.0f} sccm: speed at chamber {found_speed*1e3:.3f} L/s; "
          f"residence {tau_valve:.4f} s; purge {t_partial:.3f} s")

line_k = np.pi * LINE_RADIUS**4 / (8 * VISCOSITY * LINE_LENGTH)
print("NARROW PUMPING LINE")
print(f"radius {LINE_RADIUS*100:.1f} cm; length {LINE_LENGTH:.1f} m; "
      f"viscosity {VISCOSITY:.1e} Pa s; K {line_k:.4e} m^3/(s Pa)")
previous_speed = 0.0
for flow in FLOWS:
    q = throughput_of(flow)
    inlet_pressure = q / SPEED

    def pressure_slope(x, p, q=q):
        return 8 * VISCOSITY * q / (np.pi * LINE_RADIUS**4 * p)

    profile = solve_ivp(pressure_slope, (0, LINE_LENGTH), [inlet_pressure],
                        rtol=1e-9, atol=1e-9)
    assert profile.success
    chamber_pressure = profile.y[0, -1]
    integrated_speed = q / chamber_pressure
    formula_speed = SPEED / np.sqrt(1 + 2 * SPEED**2 / (line_k * q))
    assert close(integrated_speed, formula_speed, 1e-6)
    assert previous_speed < integrated_speed < SPEED
    previous_speed = integrated_speed
    t_line = stroke_purge(q, chamber_pressure, integrated_speed)[0]
    assert close(t_line, VOLUME / formula_speed * log_target, 1e-3)
    print(f"{flow:.0f} sccm: pump inlet {inlet_pressure:.2f} Pa; "
          f"chamber {chamber_pressure:.2f} Pa")
    print(f"  speed at chamber {formula_speed*1e3:.3f} L/s; "
          f"purge {t_line:.3f} s")

print("DEAD-END POCKET, FIXED PUMP SPEED")
print(f"length {POCKET_LENGTH*100:.0f} cm; area {POCKET_AREA*1e4:.1f} cm^2; "
      f"D*p {DIFFUSIVITY_TIMES_P:.2f} Pa m^2/s")
previous_time = purge_time
for flow in FLOWS:
    pressure = throughput_of(flow) / SPEED
    diffusivity = DIFFUSIVITY_TIMES_P / pressure

    def mode_condition(angle, d=diffusivity):
        k = angle / POCKET_LENGTH
        return ((SPEED - d * k**2 * VOLUME) * np.cos(angle)
                - POCKET_AREA * d * k * np.sin(angle))

    angle = brentq(mode_condition, 1e-9, np.pi / 2)
    slow_rate = diffusivity * (angle / POCKET_LENGTH)**2
    rates, weights = pocket_modes(diffusivity, POCKET_AREA, 200)
    assert close(rates[0], slow_rate, 1e-3)
    t_pocket = pocket_purge_time(rates, weights)
    t_coarse = pocket_purge_time(*pocket_modes(diffusivity, POCKET_AREA, 100))
    assert close(t_coarse, t_pocket, 1e-3)
    assert t_pocket > previous_time
    previous_time = t_pocket
    pocket_tau = 4 * POCKET_LENGTH**2 / (np.pi**2 * diffusivity)
    if pocket_tau > 1.2 * tau:
        # a very thin pocket must empty with its own time constant
        thin_rates, _ = pocket_modes(diffusivity, POCKET_AREA / 1000, 200)
        assert close(1 / thin_rates[0], pocket_tau, 2e-3)
    print(f"{flow:.0f} sccm: D {diffusivity:.5f} m^2/s; "
          f"isolated pocket time constant {pocket_tau:.4f} s")
    print(f"  slowest coupled time constant {1/slow_rate:.4f} s; "
          f"purge {t_pocket:.3f} s")

assert pocket_tau > 1.2 * tau   # the thin-pocket limit was really tested
print("finished without a failed check")
```

Output:

```
chamber volume 2.0 L; pump speed 10.0 L/s; temperature 400 K
dose total flow 200 sccm; target ratio 1e-06; initial precursor mole fraction 0.10
V/S 0.2000 s; ln(1/target) 13.8155; formula purge time 2.7631 s
FIXED PUMP SPEED
200 sccm: throughput 0.4946 Pa m^3/s; pressure 49.46 Pa; residence 0.2000 s
  simulated purge: partial pressure 2.764 s, mole fraction 2.764 s
  mole-fraction saving by formula 0.0000 s; carrier used 9.21 standard cm^3
400 sccm: throughput 0.9892 Pa m^3/s; pressure 98.92 Pa; residence 0.2000 s
  simulated purge: partial pressure 2.764 s, mole fraction 2.625 s
  mole-fraction saving by formula 0.1386 s; carrier used 18.42 standard cm^3
800 sccm: throughput 1.9784 Pa m^3/s; pressure 197.84 Pa; residence 0.2000 s
  simulated purge: partial pressure 2.764 s, mole fraction 2.486 s
  mole-fraction saving by formula 0.2773 s; carrier used 36.84 standard cm^3
THROTTLE VALVE HOLDING 200 Pa
200 sccm: speed at chamber 2.473 L/s; residence 0.8087 s; purge 11.174 s
400 sccm: speed at chamber 4.946 L/s; residence 0.4044 s; purge 5.587 s
800 sccm: speed at chamber 9.892 L/s; residence 0.2022 s; purge 2.794 s
NARROW PUMPING LINE
radius 1.0 cm; length 1.0 m; viscosity 2.2e-05 Pa s; K 1.7850e-04 m^3/(s Pa)
200 sccm: pump inlet 49.46 Pa; chamber 89.38 Pa
  speed at chamber 5.534 L/s; purge 4.994 s
400 sccm: pump inlet 98.92 Pa; chamber 144.46 Pa
  speed at chamber 6.848 L/s; purge 4.036 s
800 sccm: pump inlet 197.84 Pa; chamber 247.60 Pa
  speed at chamber 7.990 L/s; purge 3.459 s
DEAD-END POCKET, FIXED PUMP SPEED
length 10 cm; area 5.0 cm^2; D*p 2.50 Pa m^2/s
200 sccm: D 0.05055 m^2/s; isolated pocket time constant 0.0802 s
  slowest coupled time constant 0.2076 s; purge 2.864 s
400 sccm: D 0.02527 m^2/s; isolated pocket time constant 0.1604 s
  slowest coupled time constant 0.2166 s; purge 2.952 s
800 sccm: D 0.01264 m^2/s; isolated pocket time constant 0.3207 s
  slowest coupled time constant 0.3310 s; purge 3.721 s
finished without a failed check
```
